# Why the average barrier does not fix oxidant diffusivity in silica

## Question

I have a list of barriers for an O₂ molecule hopping between neighbouring cages of a silica network. They scatter around a mean of 1.2 eV with a width of about a quarter of an eV. I planned to put the mean into an Arrhenius formula and call the result the diffusivity.

A colleague objects that in three dimensions the molecule goes around the high barriers, so the true diffusivity must be larger. That sounds reasonable, but I can't tell how large the error is, or whether its sign is certain. Is the average barrier wrong, and what should replace it?

## Answer

The average barrier is not enough, but your colleague's argument needs conditions. A list of barriers does not say how they are connected, and it mixes saddle energies with cage energies, which act differently. Both matter for the size and the sign of the error.

### From hops to a resistor network

Let cage $i$ have energy $\varepsilon_i$, and let the saddle between cages $i$ and $j$ have energy $S_{ij}=S_{ji}$. Assume a dilute, classical oxidant that does not react with the network, and one attempt rate $\nu$ for all hops. The algebra is in atomic units, with $\beta=1/k_BT$. The hop rate is

$$w_{ij}=\nu e^{-\beta(S_{ij}-\varepsilon_i)} .$$

The occupation probabilities obey

$$\frac{dp_i}{dt}=\sum_j\left(w_{ji}p_j-w_{ij}p_i\right).$$

Write $p_i=e^{-\beta\varepsilon_i}\varphi_i$. The cage energy then cancels from each one-way flow:

$$w_{ij}p_i=\nu e^{-\beta S_{ij}}\varphi_i\equiv g_{ij}\varphi_i .$$

Since $g_{ij}=g_{ji}$, the master equation becomes

$$e^{-\beta\varepsilon_i}\frac{d\varphi_i}{dt}=\sum_j g_{ij}(\varphi_j-\varphi_i).$$

This is a resistor network with a capacitor at each node. Saddles set the conductances $g_{ij}$, and cages set the capacitances.

To extract $D$, take a large periodic sample with $N$ cages and volume $V$, and impose a mean gradient $G$ of $\varphi$ along $x$. For a bond $b$ from $i$ to $j$, with displacement $\Delta x_b$, the steady difference is

$$\varphi_j-\varphi_i=Gf_b,\qquad f_b=\Delta x_b+\psi_j-\psi_i ,$$

where $\psi$ is periodic. The current from $i$ to $j$ is $-Gg_bf_b$. Each hop carries a particle through $\Delta x_b$, so the mean flux density is

$$J=-\frac{G}{V}\sum_b g_bf_b\,\Delta x_b .$$

In the steady state the net current into every node vanishes. In $\sum_b g_bf_b(\psi_j-\psi_i)$ each $\psi_i$ multiplies such a net current, so the sum is zero. It can be added to the expression for $J$, which replaces $\Delta x_b$ by $f_b$.

On scales much longer than the disorder, the concentration is the local $\varphi$ times $V^{-1}\sum_i e^{-\beta\varepsilon_i}$. Its gradient is therefore $(G/V)\sum_i e^{-\beta\varepsilon_i}$. Fick's law, $J=-D\,dn/dx$, gives

$$D=\frac{\sum_b g_bf_b^2}{\sum_i e^{-\beta\varepsilon_i}} .$$

The solved field also minimizes the numerator. If $\psi$ is changed by $\eta$, the cross term $2\sum_bg_bf_b(\eta_j-\eta_i)$ vanishes for the reason just given, and the remaining term is a sum of squares. As a test, this $D$ was compared with the decay rate $Dq^2$ of a long density wave, computed directly from the hop rates with disordered cages. Both give 0.6569 in reduced units.

### What the average-barrier formula assumes

Take a cubic or diamond network with hop length $a$ and $z$ neighbours per cage. There are $zN/2$ bonds, and the mean of $\Delta x_b^2$ is $a^2/3$, so $\sum_b\Delta x_b^2=zNa^2/6$. Define the effective conductance

$$g_{\rm eff}=\frac{\sum_b g_bf_b^2}{\sum_b\Delta x_b^2},\qquad
D=\frac{z a^2}{6}\,\frac{g_{\rm eff}}{\langle e^{-\beta\varepsilon}\rangle}.$$

If all bonds are equal, the currents driven by a uniform gradient balance at every node. Then $\psi=0$ and $g_{\rm eff}=g$. Replacing every energy by its mean gives the formula you planned to use:

$$D_{\rm av}=\frac{z a^2}{6}\,\nu e^{-\beta(\langle S\rangle-\langle\varepsilon\rangle)} .$$

With $g_0=\nu e^{-\beta\langle S\rangle}$, division gives

$$\frac{D}{D_{\rm av}}=\frac{g_{\rm eff}}{g_0}\;\frac{e^{-\beta\langle\varepsilon\rangle}}{\langle e^{-\beta\varepsilon}\rangle}.$$

The first factor comes from saddles and their connection, the second from cages. I set all cage energies to zero until the second factor is needed, so that $S$ is then the barrier itself.

### How far the answer can move

The trial choice $\psi=0$ cannot give less than the minimum. When the barriers have the same distribution on all bonds, this means $g_{\rm eff}\le\langle g\rangle$.

For a lower bound, note that $\sum_b\Delta x_b(\psi_j-\psi_i)=0$, because $\Delta x_b$ is itself a balanced current pattern on these networks. Hence $\sum_b\Delta x_bf_b=\sum_b\Delta x_b^2$. The Cauchy–Schwarz inequality gives

$$\Big(\sum_b\Delta x_b^2\Big)^2\le\Big(\sum_b g_bf_b^2\Big)\Big(\sum_b\frac{\Delta x_b^2}{g_b}\Big),$$

and therefore $g_{\rm eff}\ge1/\langle1/g\rangle$. A chain reaches this lower bound: its current is the same in all bonds, so the resistances $1/g_b$ add.

For Gaussian saddles of width $\sigma$, put $s=\beta\sigma$. Completing the square in the Gaussian integral gives $\langle e^{\mp\beta(S-\langle S\rangle)}\rangle=e^{s^2/2}$, so for a large sample

$$e^{-s^2/2}\le\frac{g_{\rm eff}}{g_0}\le e^{s^2/2}.$$

At $s=2.418$ the two limits are 0.054 and 18.6. The distribution of barriers alone leaves this whole range open.

The role of connection can be isolated by rearranging the same barriers. In one cubic sample at this $s$, the bonds along $x$ were sorted in two ways, and all other bonds were left alone:

- random positions: $D/D_{\rm av}=1.88$;
- similar barriers gathered in layers across the flow: 0.11;
- similar barriers gathered in columns along the flow: 16.3.

Layers force the molecule through the high barriers in series. Columns offer uninterrupted fast routes. The average barrier is the same in all three cases.

### Weak disorder: coordination decides

For independent random saddles the leading error can be derived. Write $g_b=\bar g(1+\delta_b)$ with $\langle\delta_b\rangle=0$, and let $u_b=\psi_j-\psi_i$. Because $u_b$ is itself of first order in $\delta$, the dissipation to second order is

$$\bar g\sum_b\left[\Delta x_b^2+\delta_b\Delta x_b^2+2\delta_b\Delta x_bu_b+u_b^2\right].$$

The term $2\Delta x_bu_b$ has dropped out, again because $\Delta x_b$ is balanced. The field $u$ must be a gradient, that is, a set of differences of node values. Let $P$ be the orthogonal projector onto such fields. Completing the square gives the minimum at $u=-P(\delta\,\Delta x)$, where the last two terms contribute

$$-\sum_{b,b'}\delta_b\Delta x_b\,P_{bb'}\,\delta_{b'}\Delta x_{b'} .$$

Averaging over independent $\delta_b$ keeps the diagonal, $-\langle\delta^2\rangle\sum_bP_{bb}\Delta x_b^2$. The diagonal elements follow by counting. There are $N$ node values, but a constant has no gradient, so $P$ has rank and trace $N-1$. The $zN/2$ bonds are equivalent by symmetry, hence

$$P_{bb}=\frac{N-1}{zN/2}\;\longrightarrow\;\frac2z ,\qquad
g_{\rm eff}\simeq\bar g\left(1-\frac2z\langle\delta^2\rangle\right).$$

For Gaussian saddles $\bar g=g_0e^{s^2/2}$ and $\langle\delta^2\rangle=e^{s^2}-1\simeq s^2$. With equal cages,

$$\ln\frac{D}{D_{\rm av}}\simeq s^2\left(\frac12-\frac2z\right).$$

The two terms compete. Fast bonds raise the mean rate, which gives $+s^2/2$. But the current through a fast bond must also pass through its neighbours, which costs $2s^2/z$. More neighbours mean more ways to go on, and a smaller cost.

For a chain, $z=2$ and the coefficient is $-1/2$, in agreement with the harmonic mean. For the simple cubic network, $z=6$ and it is $+1/6$. For the diamond network, $z=4$ and it is zero, as it is for the two-dimensional square network. Solving the networks at $s=0.30$ gives $-0.500$, $0.165$, $0.001$ and $-0.001$ for chain, cubic, diamond and square.

This matters for silica. In ideal cristobalite the silicon atoms form a diamond network, and so do the large cages between them, each with four neighbours. Being three-dimensional is therefore not enough to produce a leading-order gain. Real glass has variable coordination, so neither regular network is a full model of it.

### Low temperature: the bottleneck

When barriers differ by many $k_BT$, the expansion in $s$ is useless, but a different argument works. Place a finite sample with $M$ bonds between two electrodes, and let $G_{\rm s}$ be its conductance. Raise a cutoff until the bonds below it first connect the electrodes. Call that cutoff $S_{\rm b}$, the bottleneck.

For a lower bound, delete every bond except one connecting path with no barrier above $S_{\rm b}$. Deleting bonds removes non-negative terms from the minimized dissipation, so it cannot raise the conductance. The path has at most $M$ bonds in series, each with conductance at least $\nu e^{-\beta S_{\rm b}}$, hence $G_{\rm s}\ge\nu e^{-\beta S_{\rm b}}/M$.

For an upper bound, consider all nodes that can be reached from the first electrode through bonds with $S<S_{\rm b}$. They do not include the second electrode. Give these nodes potential one and the rest zero. Only bonds leaving the set dissipate, there are at most $M$ of them, and each has $S\ge S_{\rm b}$. Hence $G_{\rm s}\le M\nu e^{-\beta S_{\rm b}}$. Taking logarithms of both bounds,

$$\left|-\frac1\beta\ln\frac{G_{\rm s}}{\nu}-S_{\rm b}\right|\le\frac{\ln M}{\beta}.$$

In a small diamond sample with barriers spread evenly between 0 and 1 eV, the mean is 0.494 eV and the bottleneck 0.390 eV. At $\beta=300$ eV⁻¹ the effective barrier is also 0.390 eV.

In a large random network, bonds below a cutoff connect across the sample once their fraction exceeds the percolation threshold $p_c$. The bottleneck tends to $S_c$, defined by $F(S_c)=p_c$, where $F(S)$ is the fraction of saddles below $S$. The thresholds found here, on finite samples, are 0.245 for cubic and 0.385 for diamond. Both are below one half, so for a symmetric continuous distribution like the Gaussian, $S_c$ lies below the mean.

For a bulk material the sample size must go to infinity before the temperature goes to zero. The deletion argument still gives what is needed. Keep only bonds with $S\le S_c+\eta$, for a small $\eta>0$. Their fraction exceeds $p_c$, and I use the known percolation result that such a network has a finite bulk conductance. Let $K(\eta)>0$ be its value relative to the full network when all kept bonds have unit conductance. Then $g_{\rm eff}\ge K\nu e^{-\beta(S_c+\eta)}$, and for equal cages

$$\frac{D}{D_{\rm av}}\ge K(\eta)\,e^{\beta(\langle S\rangle-S_c-\eta)} .$$

If $S_c<\langle S\rangle$, choose $\eta$ smaller than the difference. The right side then grows without limit on cooling. This is the sound version of your colleague's argument: the low barriers must be numerous enough to connect.

If they are not, the sign can reverse. Suppose 10% of the saddles are low, 10 $k_BT$ below the rest, in a cubic network. Ten per cent is below the threshold, so a long path must use high saddles. The low ones still pull the mean down by about one $k_BT$. The computed result is $D/D_{\rm av}=0.53$: the average barrier now overestimates $D$.

### Numbers for a model like yours

Take round parameters: mean barrier 1.20 eV, Gaussian saddle width 0.25 eV, hop length 3.0 Å and attempt rate $10^{13}$ s⁻¹, with equal cages. At 1200 K, $k_BT=0.1034$ eV and $s=0.25/0.1034=2.42$. For the diamond network

$$D_{\rm av}=\frac46\,(3.0)^2\,10^{13}\,e^{-1.20/0.1034}\ \text{Å}^2/\text{s}=5.47\times10^8\ \text{Å}^2/\text{s}.$$

The solved networks give the following ratios, each a mean over eight samples. $E$ is the apparent activation energy.

| $T$ (K) | diamond $D/D_{\rm av}$ | $E$ (eV) | cubic $D/D_{\rm av}$ | $E$ (eV) |
|---|---|---|---|---|
| 1600 | 1.03 | 1.19 | 1.49 | 1.11 |
| 1200 | 1.08 | 1.18 | 1.88 | 1.10 |
| 800 | 1.21 | 1.17 | 3.22 | 1.08 |

The standard errors of the ratios are about 1% or less. At 1200 K the diamond diffusivity is $1.076\times5.47\times10^8=5.89\times10^8$ Å²/s, or $5.89\times10^{-8}$ cm²/s.

For this diamond model the average barrier is a fair estimate at 1200 K, 7% below the network result. That closeness is a result for independent Gaussian saddles on this network, not a general rule for fourfold coordination. At this disorder strength, another barrier distribution with the same mean and width, or correlations between neighbouring barriers, can move the ratio well away from one. The same barriers on a cubic network give nearly twice $D_{\rm av}$.

The weak-disorder law should not be pushed this far. At 1200 K it predicts a cubic ratio of 2.65, against the computed 1.88. For diamond it predicts 1.00 at all three temperatures and misses the slow rise.

### What an Arrhenius plot measures

The slope of $\ln D$ has a direct meaning. When $\beta$ changes, both $g_b$ and $\psi$ change, but the dissipation is stationary in $\psi$, so to first order only the explicit change $\partial g_b/\partial\beta=-S_bg_b$ counts. With equal cages at zero energy and constant $\nu$,

$$E=-\frac{\partial\ln D}{\partial\beta}=\frac{\sum_bS_b\,g_bf_b^2}{\sum_bg_bf_b^2}.$$

The measured energy is an average of barriers weighted by dissipation. A very high saddle carries little current, and a very low one needs little driving force, so both can have small weight. This expression was tested against a numerical temperature derivative at 1200 K on both networks.

In the table $E$ falls on cooling, so the Arrhenius plot is slightly curved. At 800 K it is still above the percolation barriers of this Gaussian model, about 1.03 eV for cubic and 1.13 eV for diamond. Putting $S_c$ in place of the mean barrier in $D_{\rm av}$ would overestimate $D$ on both networks at all three temperatures, while the mean itself comes close only on the diamond network.

### Cage energies can reverse the sign

Now let the cages differ as well, with Gaussian width $\sigma_{\rm c}$ and no correlation with the saddles. The second factor in $D/D_{\rm av}$ becomes

$$\frac{e^{-\beta\langle\varepsilon\rangle}}{\langle e^{-\beta\varepsilon}\rangle}=e^{-\beta^2\sigma_{\rm c}^2/2}.$$

Deep cages hold the oxidant and slow it down. For $\sigma_{\rm c}=0.10$ eV at 1200 K the factor is 0.627. The diamond ratio drops from 1.076 to $1.076\times0.627=0.67$, so a modest spread of cage energies outweighs the gain from the saddles.

For weak disorder the two effects cancel when

$$\sigma_{\rm c}^2=\sigma^2\left(1-\frac4z\right).$$

On the cubic network this is $\sigma_{\rm c}^2=\sigma^2/3$. On the diamond network the right side is zero, so at this order any cage disorder makes $D$ smaller than $D_{\rm av}$.

For steady transport through an oxide film, the permeability, $D$ times solubility, is often the more useful quantity. If the film surface is in equilibrium with a dilute gas, the gas fixes $\varphi$ there. The solubility is then proportional to $\langle e^{-\beta\varepsilon}\rangle$, which cancels the denominator of $D$. The steady flux depends on the saddle energies measured from the gas, and deep cages affect how long the film takes to fill.

### What to do with your list

Keep the saddle energies, the cage energies and the record of which cages each saddle joins. Build $g_{ij}=\nu e^{-\beta S_{ij}}$, solve the linear equations for $\psi$ on a periodic sample, and evaluate $D$ from the dissipation formula. Repeat for larger samples until the result is steady. This also includes correlations between neighbouring barriers, which the regular-network formulas above leave out. It does not include differences in attempt rate between hops, reaction with the network, or slow rearrangements that change the barriers while the molecule diffuses.

The numerical output below gives the sampling errors and the remaining computed values.

## Table of computed values

```
D from density wave (reduced units): 0.65692
D from resistor network (reduced units): 0.65692
Weak-disorder width / kT: 0.30
chain: log coefficient -0.4997, formula -0.5000
square: log coefficient -0.0008, formula 0.0000
cubic: log coefficient 0.1645, formula 0.1667
diamond: log coefficient 0.0008, formula 0.0000
Mean barrier: 1.20 eV
Saddle width: 0.25 eV
Hop length: 3.0 angstrom
Attempt rate: 1.0e+13 1/s
Samples per network: 8
diamond sites per sample: 5488
cubic sites per sample: 5832
1600 K: kT = 0.13788 eV, width/kT = 1.813
  Gaussian mean-rate bounds / average: 0.1932, 5.175
  diamond: D/D_av = 1.034 +/- 0.003, weak law 1.000
  diamond: activation energy = 1.1869 eV
  cubic: D/D_av = 1.491 +/- 0.004, weak law 1.730
  cubic: activation energy = 1.1099 eV
1200 K: kT = 0.10341 eV, width/kT = 2.418
  Gaussian mean-rate bounds / average: 0.0538, 18.586
  diamond: D/D_av = 1.076 +/- 0.005, weak law 1.000
  diamond: activation energy = 1.1806 eV
  cubic: D/D_av = 1.883 +/- 0.010, weak law 2.649
  cubic: activation energy = 1.0978 eV
800 K: kT = 0.06894 eV, width/kT = 3.626
  Gaussian mean-rate bounds / average: 0.0014, 717.255
  diamond: D/D_av = 1.212 +/- 0.011, weak law 1.000
  diamond: activation energy = 1.1708 eV
  cubic: D/D_av = 3.220 +/- 0.034, weak law 8.951
  cubic: activation energy = 1.0818 eV
Diamond D_av at 1200 K: 5.4749e+08 angstrom^2/s
Diamond D at 1200 K: 5.8884e+08 angstrom^2/s
Diamond D at 1200 K: 5.8884e-08 cm^2/s
Same cubic barriers, layers: D/D_av = 0.1111
Same cubic barriers, random: D/D_av = 1.8770
Same cubic barriers, columns: D/D_av = 16.3135
Low-barrier fraction 0.10, gap 10.0 kT: D/D_av = 0.5333
Site width: 0.10 eV
Site-disorder factor at 1200 K: 0.6265
Diamond D/D_av with site disorder, 1200 K: 0.6738
cubic threshold, L=28: 0.2449 +/- 0.0030
cubic Gaussian percolation barrier: 1.0273 eV
diamond threshold, L=28: 0.3845 +/- 0.0022
diamond Gaussian percolation barrier: 1.1266 eV
cubic sample: bottleneck 0.2345 eV, mean 0.5046 eV
  effective barrier at beta=30, 300 /eV: 0.2230, 0.2345 eV
diamond sample: bottleneck 0.3896 eV, mean 0.4939 eV
  effective barrier at beta=30, 300 /eV: 0.3678, 0.3896 eV
```
